# Tracer diffusivity from the depth profile of a thin surface source: a numerical check

```python
"""
Result under test: for an instantaneous tracer source on the surface of a
thick solid, ln(c) is linear in depth squared with slope -s, s = 1/(4 D t),
so the diffusivity is D = 1/(4 t s).
Symbols: c tracer concentration, x depth, t anneal time, D diffusivity,
M tracer atoms per area, L = 2 sqrt(D t), v speed of surface recession.
All internal quantities are in SI units unless a name says otherwise.
The setting is germanium self-diffusion with rough typical parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import erfc

# Given data and inversion
anneal_time = 1.0e5
given_slope = 2.5e11
D = 1 / (4 * anneal_time * given_slope)
D_if_log10 = D / np.log(10)
L = 2 * np.sqrt(D * anneal_time)

# Symbolic check of the profile and its logarithmic slope
x, t, Ds, M, lam = sp.symbols("x t D M lambda", positive=True)
profile = M / sp.sqrt(sp.pi * Ds * t) * sp.exp(-x**2 / (4 * Ds * t))
residual = sp.diff(profile, t) - Ds * sp.diff(profile, x, 2)
assert sp.simplify(residual / profile) == 0
assert sp.diff(profile, x).subs(x, 0) == 0
assert sp.simplify(sp.integrate(profile, (x, 0, sp.oo)) - M) == 0
log_slope = sp.simplify(sp.diff(profile, x) / profile / (2 * x))
assert sp.simplify(log_slope + 1 / (4 * Ds * t)) == 0
decaying = profile * sp.exp(-lam * t)
residual = (sp.diff(decaying, t) - Ds * sp.diff(decaying, x, 2)
            + lam * decaying)
assert sp.simplify(residual / decaying) == 0


def falling_slope(depth, log_conc):
    """Least-squares slope against depth squared, with its sign reversed."""
    scaled = (depth / L) ** 2
    return -np.polyfit(scaled, log_conc, 1)[0] / L**2


def simulate(diffusivity, speed=0.0, cells=400):
    """Finite-volume evolution of unit tracer put in the surface cell."""
    length = 2 * np.sqrt(diffusivity * anneal_time)
    dx = 6 * length / cells
    rate = np.zeros((cells, cells))
    for i in range(cells - 1):
        # flux toward larger depth through the face between i and i+1
        from_left = diffusivity / dx - speed / 2
        from_right = -diffusivity / dx - speed / 2
        rate[i, i] -= from_left / dx
        rate[i, i + 1] -= from_right / dx
        rate[i + 1, i] += from_left / dx
        rate[i + 1, i + 1] += from_right / dx
    rate[0, 0] -= speed / dx   # tracer carried off with evaporating host
    conc = expm(rate * anneal_time)[:, 0] / dx
    depth = (np.arange(cells) + 0.5) * dx
    keep = depth < 3 * length
    return depth[keep], conc[keep]


def ideal_profile(depth):
    return np.exp(-(depth / L)**2) / np.sqrt(np.pi * D * anneal_time)


# Forward simulation; tolerances cover the finite cell width
sim_depth, sim_conc = simulate(D)
sim_slope = falling_slope(sim_depth, np.log(sim_conc))
profile_error = np.max(np.abs(sim_conc / ideal_profile(sim_depth) - 1))
assert abs(sim_slope / given_slope - 1) < 3e-3
assert profile_error < 1.5e-2
depth10, conc10 = simulate(D_if_log10)
sim_slope10 = falling_slope(depth10, np.log10(conc10))
assert abs(sim_slope10 / given_slope - 1) < 3e-3

# Rough germanium parameters and the corresponding anneal temperature
k_eV = const.k / const.e
Q_eV = 3.1
prefactor = 20e-4
melting_K = 1210.0
T = Q_eV / (k_eV * np.log(prefactor / D))
assert 300 < T < melting_K


def arrhenius(temp):
    return prefactor * np.exp(-Q_eV / (k_eV * temp))


# Temperature error and linear heating plus cooling
change_per_K = arrhenius(T + 1) / arrhenius(T) - 1
assert abs(change_per_K / (Q_eV / (k_eV * T**2)) - 1) < 0.03
ramp_rate = 1.0
one_ramp = quad(lambda temp: arrhenius(temp) / arrhenius(T),
                300, T, points=[T - 200])[0] / ramp_rate
assert abs(one_ramp / (k_eV * T**2 / (Q_eV * ramp_rate)) - 1) < 0.1
ramp_bias = 2 * one_ramp / anneal_time

# Finite film and section thickness, by fitting box-averaged profiles
film = 20e-9
section = 200e-9
centres = (np.arange(30) + 0.5) * section


def box_bias(half_width):
    conc = (erfc((centres - half_width) / L)
            - erfc((centres + half_width) / L))
    fitted = falling_slope(centres, np.log(conc))
    return 1 / (4 * anneal_time * fitted) / D - 1


film_bias = box_bias(film)
section_bias = box_bias(section / 2)
for bias, half_width in ((film_bias, film), (section_bias, section / 2)):
    assert abs(bias / (2 * half_width**2 / (3 * L**2)) - 1) < 0.03

# Free evaporation of the host: upper estimate of surface recession
vapour_Torr = 1e-8
pressure = vapour_Torr * const.torr
atom_mass = 72.6 * const.atomic_mass
atom_density = 8 / (0.566e-9)**3
flux = pressure / np.sqrt(2 * np.pi * atom_mass * const.k * T)
v = flux / atom_density
recession = v * anneal_time


def receding_profile(depth):
    shifted = (depth + recession) / L
    return (np.exp(-shifted**2) / np.sqrt(np.pi * D * anneal_time)
            - v / (2 * D) * erfc(shifted))


rec_depth, rec_conc = simulate(D, v)
sim_change = falling_slope(rec_depth, np.log(rec_conc)) / sim_slope - 1
formula_change = (falling_slope(rec_depth,
                  np.log(receding_profile(rec_depth))) / given_slope - 1)
assert abs(sim_change / formula_change - 1) < 0.06
rec_slope = falling_slope(centres, np.log(receding_profile(centres)))
recession_bias = given_slope / rec_slope - 1
kept = L * quad(lambda y: receding_profile(L * y), 0, 8)[0]
sim_kept = np.sum(rec_conc) * (rec_depth[1] - rec_depth[0])
assert abs((1 - kept) / (1 - sim_kept) - 1) < 0.06

# Sections counted in order of depth, without decay correction
half_life_days = 11.4
count_days = 1.0
count_times = np.linspace(0, count_days, len(centres))
raw_log = (np.log(ideal_profile(centres))
           - np.log(2) * count_times / half_life_days)
decay_bias = given_slope / falling_slope(centres, raw_log) - 1
assert decay_bias < 0

# Numbers for the text
print(f"Anneal time: {anneal_time:.1e} s")
print(f"Given falling slope of ln c: {given_slope:.2e} m^-2")
print(f"Diffusivity: {D:.3e} m^2/s")
print(f"Diffusivity, converted: {D * 1e4:.3e} cm^2/s")
print(f"Diffusivity if plot used log10: {D_if_log10:.3e} m^2/s")
print(f"ln 10: {np.log(10):.4f}")
print(f"1/e depth 2 sqrt(Dt): {L * 1e9:.1f} nm")
for depth_nm in (1000, 2000, 4000):
    ratio = ideal_profile(depth_nm * 1e-9) / ideal_profile(0.0)
    print(f"c/c(surface) at {depth_nm} nm: {ratio:.4e}")
print(f"Simulated slope of ln c: {sim_slope:.4e} m^-2")
print(f"Simulated slope, log10 case: {sim_slope10:.4e} m^-2")
print(f"Largest simulated profile error: {100 * profile_error:.2f} %")
print(f"Ge activation energy (rough): {Q_eV:.1f} eV")
print(f"Ge prefactor (rough): {prefactor * 1e4:.0f} cm^2/s")
print(f"Temperature for this D (rough): {T:.0f} K")
print(f"Ge melting temperature (rough): {melting_K:.0f} K")
print(f"Change of D for +1 K: {100 * change_per_K:.2f} %")
print(f"Ramp rate: {ramp_rate:.1f} K/s")
print(f"Extra time, both ramps: {2 * one_ramp:.1f} s")
print(f"D bias from ramps: {100 * ramp_bias:+.3f} %")
print(f"Film thickness: {film * 1e9:.0f} nm")
print(f"D bias from film thickness: {100 * film_bias:+.4f} %")
print(f"Section thickness: {section * 1e9:.0f} nm")
print(f"Number of sections: {len(centres)}")
print(f"Deepest section centre: {centres[-1] * 1e9:.0f} nm")
print(f"D bias from section thickness: {100 * section_bias:+.3f} %")
print(f"Ge vapour pressure (rough): {vapour_Torr:.0e} Torr")
print(f"Surface recession, free vacuum: {recession * 1e9:.1f} nm")
print(f"Tracer lost by recession: {100 * (1 - kept):.2f} %")
print(f"D bias from recession: {100 * recession_bias:+.2f} %")
print(f"Tracer half-life (rough): {half_life_days:.1f} days")
print(f"Counting period: {count_days:.1f} days")
print(f"D bias, decay uncorrected: {100 * decay_bias:+.2f} %")
print("every check passed")
```

Output:

```
Anneal time: 1.0e+05 s
Given falling slope of ln c: 2.50e+11 m^-2
Diffusivity: 1.000e-17 m^2/s
Diffusivity, converted: 1.000e-13 cm^2/s
Diffusivity if plot used log10: 4.343e-18 m^2/s
ln 10: 2.3026
1/e depth 2 sqrt(Dt): 2000.0 nm
c/c(surface) at 1000 nm: 7.7880e-01
c/c(surface) at 2000 nm: 3.6788e-01
c/c(surface) at 4000 nm: 1.8316e-02
Simulated slope of ln c: 2.4988e+11 m^-2
Simulated slope, log10 case: 2.4988e+11 m^-2
Largest simulated profile error: 0.50 %
Ge activation energy (rough): 3.1 eV
Ge prefactor (rough): 20 cm^2/s
Temperature for this D (rough): 1092 K
Ge melting temperature (rough): 1210 K
Change of D for +1 K: 3.06 %
Ramp rate: 1.0 K/s
Extra time, both ramps: 62.7 s
D bias from ramps: +0.063 %
Film thickness: 20 nm
D bias from film thickness: +0.0067 %
Section thickness: 200 nm
Number of sections: 30
Deepest section centre: 5900 nm
D bias from section thickness: +0.166 %
Ge vapour pressure (rough): 1e-08 Torr
Surface recession, free vacuum: 28.3 nm
Tracer lost by recession: 3.15 %
D bias from recession: -0.72 %
Tracer half-life (rough): 11.4 days
Counting period: 1.0 days
D bias, decay uncorrected: -0.65 %
every check passed
```
